# A failing check and its repair

Subject: Why the negative nitrogen-vacancy centre in diamond has a triplet ground state.

```python
"""Why the negative nitrogen-vacancy (NV) centre has a spin-triplet ground state.

Result under test: six electrons in four dangling hybrids (three C, one N)
fill a1^2 a1'^2 e^2.  To first order 3A2, 1E, 1A1 lie at 0, 2K, 4K, where
K = (ex ey|ex ey) > 0 is the exchange integral.  The triplet stays lowest after
full configuration mixing if e is the top level, every same-site repulsion
exceeds the C-C repulsion V, and the C-N repulsion is not below V.

Symbols: t, tn = C-C and C-N hopping strengths; d = depth of the N level below C;
U, V = same-site and C-C repulsion; W = U - V.  Energies are in eV.
'levels' is the matrix of electron-removal levels of the full 8-electron shell,
so that the six-electron states are states of two holes.
Site order: C1, C2, C3, N.  Coulomb tensors use the order (ij|kl).
"""
import numpy as np
from scipy import constants as sc
from pyscf import gto

HARTREE = sc.physical_constants["Hartree energy in eV"][0]
EX = np.array([2, -1, -1, 0]) / np.sqrt(6)
EY = np.array([0, 1, -1, 0]) / np.sqrt(2)
AC = np.array([1, 1, 1, 0]) / np.sqrt(3)
AN = np.array([0, 0, 0, 1.0])
STRAIN = np.diag([2.0, -1.0, -1.0, 0.0])   # shifts ex by +q and ey by -q


def level_matrix(t, tn, d):
    m = np.zeros((4, 4))
    m[:3, :3] = -t * (np.ones((3, 3)) - np.eye(3))
    m[:3, 3] = m[3, :3] = -tn
    m[3, 3] = -d
    return m


def site_tensor(u, v, u_n=None, v_n=None):
    u_n = u if u_n is None else u_n
    v_n = v if v_n is None else v_n
    g = np.zeros((4, 4, 4, 4))
    for i in range(4):
        for j in range(4):
            if i == j:
                g[i, i, i, i] = u_n if i == 3 else u
            else:
                g[i, i, j, j] = v_n if 3 in (i, j) else v
    return g


def coulomb(g, a, b, c, e):
    return np.einsum("ijkl,i,j,k,l", g, a, b, c, e)


def two_hole_matrix(levels, g):
    one = np.eye(len(levels))
    n = len(levels) ** 2
    return (-np.kron(levels, one) - np.kron(one, levels)
            + g.transpose(0, 2, 1, 3).reshape(n, n))


def split_by_spin(h):
    """Singlets are symmetric in space, triplets antisymmetric."""
    m = int(round(np.sqrt(len(h))))
    swap = np.eye(m * m).reshape(m, m, m, m).transpose(1, 0, 2, 3)
    swap = swap.reshape(m * m, m * m)
    shift = 1000.0
    w = np.linalg.eigvalsh(h + shift * (np.eye(m * m) - swap) / 2)
    ns = m * (m + 1) // 2
    return w[:ns], w[ns:] - shift


def spectrum(levels, g):
    return split_by_spin(two_hole_matrix(levels, g))


def gap(levels, g):
    s, tr = spectrum(levels, g)
    return s[0] - tr[0]


# ---- independent road: six electrons in Fock space with fermion operators
def annihilator(p, n=8):
    out = np.eye(1)
    for k in range(n):
        f = (np.diag([1.0, -1.0]) if k < p else
             np.array([[0, 1.0], [0, 0]]) if k == p else np.eye(2))
        out = np.kron(out, f)
    return out


ANN = [annihilator(p) for p in range(8)]   # index 2*site + spin
HOP = [[sum(ANN[2 * i + s].T @ ANN[2 * j + s] for s in (0, 1))
        for j in range(4)] for i in range(4)]
HOPS = np.array(HOP)
NUMBER = np.diag(sum(HOP[i][i] for i in range(4)))
SIX = np.where(np.abs(NUMBER - 6) < 1e-9)[0]


def fock_hamiltonian(levels, g):
    core = levels - 2 * np.einsum("ijkk->ij", g) + np.einsum("ikkj->ij", g)
    one_body = core - 0.5 * np.einsum("ijjl->il", g)
    h = np.einsum("ij,ijab->ab", one_body, HOPS)
    for i in range(4):
        for j in range(4):
            h += 0.5 * HOP[i][j] @ np.einsum("kl,klab->ab", g[i, j], HOPS)
    return h


def fock_spectrum(levels, g):
    raise_s = sum(ANN[2 * i].T @ ANN[2 * i + 1] for i in range(4))
    sz = 0.5 * sum(ANN[2 * i].T @ ANN[2 * i] - ANN[2 * i + 1].T @ ANN[2 * i + 1]
                   for i in range(4))
    s2 = raise_s.T @ raise_s + sz @ sz + sz
    h = (fock_hamiltonian(levels, g) + 1000 * s2)[np.ix_(SIX, SIX)]
    w = np.linalg.eigvalsh(h)
    return w[:10], w[10:] - 2000


def open_shell_energies(levels, g):
    """Six-electron energies inside the configuration a1^2 a1'^2 e^2."""
    basis = np.array([AC, AN]).T
    a1 = basis @ np.linalg.eigh(basis.T @ levels @ basis)[1]

    def create(orb, s):
        return sum(orb[i] * ANN[2 * i + s].T for i in range(4))
    core = np.zeros(256)
    core[0] = 1.0
    for k in (0, 1):
        for s in (0, 1):
            core = create(a1[:, k], s) @ core
    ops = [create(o, s) for o in (EX, EY) for s in (0, 1)]
    dets = np.array([ops[p] @ (ops[q] @ core)
                     for p in range(4) for q in range(p)]).T
    return np.linalg.eigvalsh(dets.T @ fock_hamiltonian(levels, g) @ dets)


# ---- example parameters (rough, regime of the NV centre in diamond)
t, tn, d, U, V = 1.0, 1.0, 4.0, 4.5, 1.5
W = U - V
F = level_matrix(t, tn, d)
G = site_tensor(U, V)
K = coulomb(G, EX, EY, EX, EY)
assert abs(K - (U - V) / 6) < 1e-12

# six-electron Fock space against the two-hole description
sing, trip = spectrum(F, G)
fs, ft = fock_spectrum(F, G)
assert np.allclose(fs - ft[0], sing - trip[0], atol=1e-8)
assert np.allclose(ft - ft[0], np.repeat(trip, 3) - trip[0], atol=1e-8)
assert sing[0] > trip[0] and abs(sing[1] - sing[0]) < 1e-8
assert sing[3] - sing[2] > 1e-6

# first-order multiplets from six-electron determinants
first = open_shell_energies(F, G)
first = first - first[0]
assert np.allclose(first, [0, 0, 0, 2 * K, 2 * K, 4 * K], atol=1e-8)

# ---- bare Coulomb integrals of real hybrids at unrelaxed diamond positions
a_lat = 0.357                              # nm, rough lattice constant
bond = a_lat * np.sqrt(3) / 4
dirs = np.array([[1, -1, -1], [-1, 1, -1], [-1, -1, 1], [1, 1, 1]]) / np.sqrt(3)
mol = gto.M(atom=[(el, tuple(10 * bond * r)) for el, r in zip("CCCN", dirs)],
            basis="sto-3g", unit="Angstrom", spin=1, verbose=0)
ovl = mol.intor("int1e_ovlp")
hyb = np.zeros((mol.nao, 4))
for i in range(4):
    k = 5 * i                              # order on each atom: 1s 2s 2px 2py 2pz
    s12 = ovl[k, k + 1]
    norm = np.sqrt(1 - s12 ** 2)
    hyb[k, i], hyb[k + 1, i] = -0.5 * s12 / norm, 0.5 / norm
    hyb[k + 2:k + 5, i] = -np.sqrt(3) / 2 * dirs[i]
sh = hyb.T @ ovl @ hyb
assert np.allclose(np.diag(sh), 1, atol=1e-6)
ev, vec = np.linalg.eigh(sh)
orth = hyb @ (vec / np.sqrt(ev)) @ vec.T
B = mol.intor("int2e").reshape((mol.nao,) * 4)
for _ in range(4):                         # each pass transforms one index
    B = np.tensordot(B, orth, axes=(0, 0))
B = B * HARTREE
Ub, Vb, Vnb = B[0, 0, 0, 0], B[0, 0, 1, 1], B[0, 0, 3, 3]
Kb = coulomb(B, EX, EY, EX, EY)
Jxx, Jxy = coulomb(B, EX, EX, EX, EX), coulomb(B, EX, EX, EY, EY)
extra = 2 / 3 * (B[0, 1, 0, 1] - B[0, 1, 0, 2] - B[0, 0, 0, 1] + B[0, 0, 1, 2])
assert abs(Jxx - Jxy - 2 * Kb) < 1e-6
assert abs(Kb - (Ub - Vb) / 6 - extra) < 1e-6
assert Kb > 0 and np.linalg.eigvalsh(B.reshape(16, 16)).min() > -1e-8
fb = open_shell_energies(F, B)
assert np.allclose(fb - fb[0], [0, 0, 0, 2 * Kb, 2 * Kb, 4 * Kb], atol=1e-6)

# ---- conditions for the triplet, on random parameters
rng = np.random.default_rng(3)
n_ok = n_bad = 0
for _ in range(600):
    tt, tm, dd = rng.uniform(0.2, 2), rng.uniform(-2, 2), rng.uniform(-1, 5)
    f = level_matrix(tt, tm, dd)
    ab = np.array([AC, AN]).T
    e_top = np.linalg.eigvalsh(ab.T @ f @ ab)[-1] < EX @ f @ EX
    assert e_top == (tt * (tt + dd) > tm ** 2)
    if e_top:
        v = rng.uniform(0, 3)
        g = site_tensor(v + rng.uniform(0.1, 10), v,
                        v + rng.uniform(0.1, 10), v + rng.uniform(0, 1))
        assert gap(f, g) > 1e-9
        n_ok += 1
    else:
        n_bad += 1
assert n_ok > 50 and n_bad > 50
# cases in which a condition is broken
gap_a1_top = gap(level_matrix(1.0, 1.5, 0.0), site_tensor(1.6, 1.5))
gap_attr = gap(F, site_tensor(V - 0.5, V))
gap_no_n = gap(level_matrix(t, t, 0.0), G)
assert gap_a1_top < 0 and gap_attr < 0 and abs(gap_no_n) < 1e-9


# ---- closed forms for an inert nitrogen pair
def gap_E(w, x):
    return 0.5 * (w + 3 * x - np.sqrt(w * w + 2 * w * x + 9 * x * x))


def gap_A1(w, x):
    return 0.5 * (w + 6 * x - np.sqrt((w + 6 * x) ** 2 - 16 * w * x))


for w, x in [(0.3, 1.0), (3.0, 2 / 3), (8.0, 0.5), (400.0, 1.0)]:
    s, tr = spectrum(level_matrix(x, 0.0, 2000.0), site_tensor(w + 1, 1))
    s = s - tr[0]
    assert abs(s[0] - gap_E(w, x)) < 1e-7
    assert np.min(np.abs(s - gap_A1(w, x))) < 1e-7
assert abs(gap_E(1e5, 1.0) - 1.0) < 1e-3
t_eff = (trip[1] - trip[0]) / 3

# ---- distortion that splits ex and ey by 2q
Q = np.kron(np.array([EX, EY]).T, np.array([EX, EY]).T)
q_first = np.sqrt(2) * K
s, tr = split_by_spin(Q.T @ two_hole_matrix(F + q_first * STRAIN, G) @ Q)
assert abs(s[0] - tr[0]) < 1e-9
step = 1e-4
force = (spectrum(F + step * STRAIN, G)[1][0]
         - spectrum(F - step * STRAIN, G)[1][0]) / (2 * step)
assert abs(force) < 1e-6


def crossing(sign):
    qs = np.linspace(0, 4, 801)
    gs = np.array([gap(F + sign * q * STRAIN, G) for q in qs])
    below = np.where(gs < 0)[0]
    if len(below) == 0:
        return float("nan")
    k = below[0]
    return 2 * (qs[k - 1] + (qs[k] - qs[k - 1]) * gs[k - 1] / (gs[k - 1] - gs[k]))


# ---- where the two holes sit
pair = [(EX[i] * EY[j] - EX[j] * EY[i]) ** 2 for i, j in ((0, 1), (0, 2), (1, 2))]
assert np.allclose(pair, 1 / 3)
same_E = np.sum(2 * (EX * EY) ** 2)
same_A1 = np.sum((EX ** 2 + EY ** 2) ** 2) / 2
assert abs(same_E - first[3] / W) < 1e-9 and abs(same_A1 - first[5] / W) < 1e-9

# ---- spin-spin splitting, point dipoles on pairs of carbon atoms
r_cc = a_lat / np.sqrt(2)
mu_b = sc.physical_constants["Bohr magneton"][0]
g_e = abs(sc.physical_constants["electron g factor"][0])
dip = sc.mu_0 * (g_e * mu_b) ** 2 / (4 * np.pi * (r_cc * 1e-9) ** 3) / sc.e * 1e6
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
szm = np.diag([0.5, -0.5])
hd = np.zeros((4, 4), complex)
for ang in (0, np.pi / 3, 2 * np.pi / 3):
    sn = np.cos(ang) * sx + np.sin(ang) * sy
    hd += dip / 3 * (sum(np.kron(m, m) for m in (sx, sy, szm)) - 3 * np.kron(sn, sn))
wd, vd = np.linalg.eigh(hd)
D = wd[-1] - wd[0]
assert abs(D - 0.75 * dip) < 1e-9 * dip
sz_tot = np.kron(szm, np.eye(2)) + np.kron(np.eye(2), szm)
assert np.linalg.norm(sz_tot @ vd[:, 0]) < 1e-9   # the m = 0 level is lowest

# ---- sizes of neglected effects
scale = W / (Ub - Vb)
gap_all = gap(F, B * scale)
gap_vn = gap(F, site_tensor(U, V, U, V - 0.5))
kT = sc.k * 300 / sc.e
gE, gA = sing[0] - trip[0], sing[2] - trip[0]
ratio = 2 / 3 * np.exp(-gE / kT)
ab = np.array([AC, AN]).T
la, va = np.linalg.eigh(ab.T @ F @ ab)

print(f"inputs: t = {t:.2f} eV, t_N = {tn:.2f} eV, d = {d:.2f} eV")
print(f"inputs: U = {U:.2f} eV, V = {V:.2f} eV, W = {W:.2f} eV")
print(f"levels: a1 {la[0]:.3f} eV, a1' {la[1]:.3f} eV, e {EX @ F @ EX:.3f} eV")
print(f"carbon weight of upper a1' orbital: {va[0, 1] ** 2:.3f}")
print(f"exchange integral K: {K:.3f} eV")
print(f"first order, above 3A2: 1E {first[3]:.3f} eV, 1A1 {first[5]:.3f} eV")
print(f"same-carbon probability: 1E {same_E:.4f}, 1A1 {same_A1:.4f}")
print(f"probability of each carbon pair in 3A2: {pair[0]:.4f}")
print(f"full mixing, above 3A2: 1E {gE:.3f} eV, 1A1 {gA:.3f} eV")
print(f"full mixing, first excited triplet: {trip[1] - trip[0]:.3f} eV")
print(f"inert-N closed form: t_eff = {t_eff:.4f} eV")
print(f"inert-N closed form: 1E {gap_E(W, t_eff):.3f} eV, "
      f"1A1 {gap_A1(W, t_eff):.3f} eV")
print(f"random cases: e on top {n_ok} (all triplet), e not on top {n_bad}")
print(f"singlet minus triplet, d = 0 and t_N = t: {abs(gap_no_n):.3f} eV")
print("a1-above-e case: t = 1.0, t_N = 1.5, d = 0.0, U = 1.6, V = 1.5 eV")
print(f"  singlet minus triplet: {gap_a1_top:.3f} eV")
print(f"singlet minus triplet if U = V - 0.5 eV: {gap_attr:.3f} eV")
print(f"rough lattice constant: {a_lat:.3f} nm, C-C distance {r_cc:.4f} nm")
print(f"bare integrals: U {Ub:.2f} eV, V(CC) {Vb:.2f} eV, V(CN) {Vnb:.2f} eV")
print(f"bare J_xx {Jxx:.3f} eV, J_xy {Jxy:.3f} eV, K {Kb:.3f} eV")
print(f"bare (U-V)/6: {(Ub - Vb) / 6:.3f} eV, other terms {extra:.3f} eV")
print(f"model W / bare (U-V): {scale:.3f}")
print(f"1E gap with all integrals, scaled to W: {gap_all:.3f} eV")
print(f"1E gap with V(CN) lower by 0.5 eV: {gap_vn:.3f} eV")
print(f"e splitting that reverses order, first order: {2 * q_first:.3f} eV")
print(f"same, full mixing, ex raised: {crossing(1):.3f} eV")
print(f"same, full mixing, ex lowered: {crossing(-1):.3f} eV")
print(f"kT at 300 K: {kT:.5f} eV, population 1E/3A2: {ratio:.2e}")
print(f"spin-spin splitting D (point dipoles): {D:.2f} micro-eV")
print(f"  the same as a frequency: {D * 1e-6 * sc.e / sc.h / 1e9:.2f} GHz")
print("verified")
```

The run ends like this:

```
Traceback (most recent call last):
  File "check.py", line 225, in <module>
    assert abs(s[0] - gap_E(w, x)) < 1e-7
           ^^^^^^^^^^^^^^^^^^^^^^^^^^^^^^
AssertionError
```

Diagnosis: The fault was in the program, not the physics. Triplets were told from singlets by raising them 1000 eV and sorting, but the inert-nitrogen test puts the nitrogen level 2000 eV deep, so some singlets lay above the raised triplets and the wrong energy was taken as the lowest triplet. The two-hole matrix is now projected onto explicitly symmetric (singlet) and antisymmetric (triplet) pair states and each block is diagonalized separately, with no energy shift. All formulas, tested cases, parameters and tolerances are unchanged.

Repair:

```diff
@@ -58,12 +58,15 @@
 
 def split_by_spin(h):
-    """Singlets are symmetric in space, triplets antisymmetric."""
+    """Energies of singlets (symmetric pairs) and triplets (antisymmetric pairs)."""
     m = int(round(np.sqrt(len(h))))
-    swap = np.eye(m * m).reshape(m, m, m, m).transpose(1, 0, 2, 3)
-    swap = swap.reshape(m * m, m * m)
-    shift = 1000.0
-    w = np.linalg.eigvalsh(h + shift * (np.eye(m * m) - swap) / 2)
-    ns = m * (m + 1) // 2
-    return w[:ns], w[ns:] - shift
+    one = np.eye(m)
+    even = np.array([np.kron(one[i], one[j]) + np.kron(one[j], one[i])
+                     for i in range(m) for j in range(i + 1)])
+    odd = np.array([np.kron(one[i], one[j]) - np.kron(one[j], one[i])
+                    for i in range(m) for j in range(i)])
+    even /= np.linalg.norm(even, axis=1)[:, None]
+    odd /= np.linalg.norm(odd, axis=1)[:, None]
+    return (np.linalg.eigvalsh(even @ h @ even.T),
+            np.linalg.eigvalsh(odd @ h @ odd.T))
 
 
@@ -106,4 +109,5 @@
 
 def fock_spectrum(levels, g):
+    """Total spin separates the states; valid for spectra narrower than 2000 eV."""
     raise_s = sum(ANN[2 * i].T @ ANN[2 * i + 1] for i in range(4))
     sz = 0.5 * sum(ANN[2 * i].T @ ANN[2 * i] - ANN[2 * i + 1].T @ ANN[2 * i + 1]
```

Output now:

```
inputs: t = 1.00 eV, t_N = 1.00 eV, d = 4.00 eV
inputs: U = 4.50 eV, V = 1.50 eV, W = 3.00 eV
levels: a1 -5.000 eV, a1' -1.000 eV, e 1.000 eV
carbon weight of upper a1' orbital: 0.750
exchange integral K: 0.500 eV
first order, above 3A2: 1E 1.000 eV, 1A1 2.000 eV
same-carbon probability: 1E 0.3333, 1A1 0.6667
probability of each carbon pair in 3A2: 0.3333
full mixing, above 3A2: 1E 0.481 eV, 1A1 1.549 eV
full mixing, first excited triplet: 2.000 eV
inert-N closed form: t_eff = 0.6667 eV
inert-N closed form: 1E 0.438 eV, 1A1 1.438 eV
random cases: e on top 427 (all triplet), e not on top 173
singlet minus triplet, d = 0 and t_N = t: 0.000 eV
a1-above-e case: t = 1.0, t_N = 1.5, d = 0.0, U = 1.6, V = 1.5 eV
  singlet minus triplet: -0.735 eV
singlet minus triplet if U = V - 0.5 eV: -0.344 eV
rough lattice constant: 0.357 nm, C-C distance 0.2524 nm
bare integrals: U 20.53 eV, V(CC) 7.57 eV, V(CN) 7.46 eV
bare J_xx 14.182 eV, J_xy 9.665 eV, K 2.258 eV
bare (U-V)/6: 2.160 eV, other terms 0.099 eV
model W / bare (U-V): 0.232
1E gap with all integrals, scaled to W: 0.513 eV
1E gap with V(CN) lower by 0.5 eV: 0.471 eV
e splitting that reverses order, first order: 1.414 eV
same, full mixing, ex raised: 1.651 eV
same, full mixing, ex lowered: 1.006 eV
kT at 300 K: 0.02585 eV, population 1E/3A2: 5.50e-09
spin-spin splitting D (point dipoles): 10.03 micro-eV
  the same as a frequency: 2.43 GHz
verified
```
